# Logarithmic potential difference across an unscreened polar ribbon: test program

```python
# Result under test: a long polar ribbon of width w with edge line charges
# +lambda (x=0) and -lambda (x=w), each spread on a cylinder of radius a,
# has the axis-to-axis potential difference 4 lambda ln(w/a) (Gaussian form),
# whereas a polar slab has 4 pi sigma w.
# Symbols: lam = edge charge per length (C/m); q = lam/(4 pi eps0) in volts,
# so that Gaussian formulas with lambda -> q give volts; lengths are in nm.
# c = vertical spacing of stacked ribbons; L = ribbon length;
# r0 = 2 pi alpha = screening length of a sheet with polarizability alpha.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad

piezo = 1.4e-10       # C/m, rough, boron nitride monolayer
strain = 0.02
w, a, L = 50.0, 0.25, 1000.0
c = 0.33              # nm, rough layer spacing
r0 = 0.7              # nm, rough
gap = 6.0             # eV, rough
breakdown = 10.0      # MV/cm, rough
T = 300.0
lam = piezo * strain
q = lam / (4 * np.pi * const.epsilon_0)


def ribbon_voltage(width, cutoff):
    return 4 * q * np.log(width / cutoff)


def ribbon_field(x, width):
    return 2 * q * (1 / x + 1 / (width - x))      # V/nm


def stack_voltage(width, cutoff, spacing):
    u = np.pi * width / spacing
    log_sinh = u + np.log1p(-np.exp(-2 * u)) - np.log(2)
    return 4 * q * (log_sinh + np.log(spacing / (np.pi * cutoff)))


def finite_voltage(width, cutoff, length):
    return 4 * q * (np.arcsinh(length / (2 * cutoff))
                    - np.arcsinh(length / (2 * width)))


# Direct Coulomb integration along a line, at its mid-length
def coulomb_line(r, length):
    edges = np.concatenate(([0.0], np.geomspace(r, length / 2, 12)))
    total = 0.0
    for lo, hi in zip(edges[:-1], edges[1:]):
        total += quad(lambda y: 2 / np.sqrt(r * r + y * y), lo, hi,
                      epsabs=1e-12, epsrel=1e-12)[0]
    return total


def direct_voltage(width, cutoff, length):
    angles = 2 * np.pi * np.arange(16) / 16
    distances = np.sqrt(width**2 + cutoff**2
                        + 2 * width * cutoff * np.cos(angles))
    far = np.mean([coulomb_line(d, length) for d in distances])
    return 2 * q * (coulomb_line(cutoff, length) - far)


# A uniformly polarized sheet (polarization along -x) equals two edge lines
wt, xt, zt = 3.0, 1.0, 0.7
sheet = -2 * dblquad(
    lambda y, s: (xt - s) / ((xt - s)**2 + y * y + zt * zt)**1.5,
    0, wt, 0, np.inf)[0]
lines = np.log(((xt - wt)**2 + zt**2) / (xt**2 + zt**2))
assert abs(sheet - lines) < 1e-6

# Logarithmic law and finite-length law against direct integration
widths = [12.5, 25.0, 50.0, 100.0]
for width in widths:
    direct = direct_voltage(width, a, 1000 * width)
    assert abs(direct / ribbon_voltage(width, a) - 1) < 1e-5
direct_long = direct_voltage(w, a, 1000 * w)
V = ribbon_voltage(w, a)
V_finite = finite_voltage(w, a, L)
assert abs(direct_voltage(w, a, L) / V_finite - 1) < 1e-5
loss = (w / L)**2 / np.log(w / a)
assert abs((1 - V_finite / V) / loss - 1) < 0.02

# A flat edge strip of width b has effective cutoff b/(2e)
b = 2 * np.e * a
own = 2 * quad(np.log, 0, b / 2)[0] / b
other = quad(lambda s: np.log(w + s), -b / 2, b / 2)[0] / b
V_strip = 4 * q * (other - own)
assert abs(V_strip / V - 1) < 1e-4


# Field and central drop from the directly integrated potential
def direct_potential(x):
    return q * (coulomb_line(x, 1000 * w) - coulomb_line(w - x, 1000 * w))


for x in (0.5, 1.0, w / 2):
    h = 1e-3 * x
    slope = (direct_potential(x - h) - direct_potential(x + h)) / (2 * h)
    assert abs(slope / ribbon_field(x, w) - 1) < 1e-4
E_mid = ribbon_field(w / 2, w)
assert abs(E_mid / (8 * q / w) - 1) < 1e-12
V_central = direct_potential(w / 4) - direct_potential(3 * w / 4)
assert abs(V_central / (4 * q * np.log(3)) - 1) < 1e-4
V_inside = direct_potential(a) - direct_potential(w - a)
assert abs(V_inside / (4 * q * np.log((w - a) / a)) - 1) < 1e-5

# Stack of ribbons: explicit layer sum against the closed form
layers = np.arange(1, 200001)
for ratio in (0.1, 1.0, 5.0):
    width = ratio * c
    explicit = np.log(width / a) + np.sum(np.log1p((ratio / layers)**2))
    assert abs(explicit - stack_voltage(width, a, c) / (4 * q)) < 2e-4
slab_field = 4 * np.pi * q / c                    # V/nm
stack_slope = (stack_voltage(w + 1, a, c) - stack_voltage(w - 1, a, c)) / 2
assert abs(stack_slope / slab_field - 1) < 1e-9
offset = stack_voltage(w, a, c) - slab_field * w
assert abs(offset - 4 * q * np.log(c / (2 * np.pi * a))) < 1e-9
c_one_percent = w * np.pi / np.sqrt(6 * 0.01 * np.log(w / a))
assert abs(stack_voltage(w, a, c_one_percent) / V - 1.01) < 1e-3


# Polarizable sheet: p/alpha = E_bare + E_induced[p], p = sum A_n sin(n theta)
gl_nodes, gl_weights = np.polynomial.legendre.leggauss(1000)


def screened_voltage(width, cutoff, screening, max_mode=399):
    alpha = screening / (2 * np.pi)
    n = np.arange(1, max_mode + 1, 2)
    start = np.arccos(1 - 2 * cutoff / width)
    theta = start + (np.pi - start) * (gl_nodes + 1) / 2
    weight = gl_weights * (np.pi - start) / 2
    x = width * (1 - np.cos(theta)) / 2
    source = 2 * np.sin(np.outer(n, theta)) @ (
        weight * np.sin(theta) * 2 * q / x)
    diff = n[:, None] - n[None, :]
    add = n[:, None] + n[None, :]
    overlap = 1 / (1 - diff**2) - 1 / (1 - add**2)
    matrix = overlap / alpha + np.diag(2 * np.pi**2 * n / width)
    return np.linalg.solve(matrix, source)[0] * width * np.pi / (4 * alpha)


# Second road: cells of constant polarization with charges at their borders
def cell_voltage(width, cutoff, screening, cells):
    alpha = screening / (2 * np.pi)
    h = width / cells
    x = (np.arange(cells) + 0.5) * h
    bare = 2 * q * ((x > cutoff) / x + (width - x > cutoff) / (width - x))
    d = x[:, None] - x[None, :]
    induced = 2 * h / (d**2 - h * h / 4)
    p = np.linalg.solve(np.eye(cells) / alpha - induced, bare)
    return np.sum(p) * h / alpha


V_screened = screened_voltage(w, a, r0)
V_coarse = screened_voltage(w, a, r0, 199)
V_cells = cell_voltage(w, a, r0, 2000)
assert abs(V_coarse / V_screened - 1) < 1e-3
assert abs(V_cells / V_screened - 1) < 1e-2
assert abs(screened_voltage(w, a, 1e-3) / V - 1) < 1e-2
a_screened = w * np.exp(-V_screened / (4 * q))
assert V_screened < V and a_screened > a
step_bare = 4 * q * np.log(2)
step_screened = screened_voltage(400, a, r0) - screened_voltage(200, a, r0)
assert abs(step_screened / step_bare - 1) < 0.03

# Thermal carriers in a sheet whose gap is lowered by the edge voltage
kT = const.k * T / const.e                        # eV
barrier = (gap - V) / (2 * kT)
states = const.m_e * const.k * T / (np.pi * const.hbar**2)
occupation = np.log1p(np.exp(-barrier))
numeric = quad(lambda s: 1 / (np.exp(s) + 1), barrier, barrier + 40,
               epsabs=0, epsrel=1e-9)[0]
assert abs(numeric / occupation - 1) < 1e-6
carrier_ratio = states * occupation * w * 1e-9 * const.e / lam

E_edge = ribbon_field(a, w)
assert V < gap and E_edge * 10 < breakdown
log_width_gap = np.log10(a) + gap / (4 * q) / np.log(10)
slab_width_gap = gap / slab_field

print(f"piezoelectric coefficient (rough) {piezo:.2e} C/m")
print(f"strain {100 * strain:.1f} %")
print(f"width w {w:.1f} nm")
print(f"edge cutoff a {a:.2f} nm")
print(f"length L {L:.0f} nm")
print(f"layer spacing c (rough) {c:.2f} nm")
print(f"screening length r0 (rough) {r0:.2f} nm")
print(f"gap (rough) {gap:.1f} eV")
print(f"breakdown field (rough) {breakdown:.0f} MV/cm")
print(f"temperature {T:.0f} K")
print(f"edge charge lambda {lam:.2e} C/m")
print(f"edge charge lambda {lam / const.e * 1e-9:.4f} e/nm")
print(f"lambda/(4 pi eps0) {q:.5f} V")
print(f"prefactor lambda/(pi eps0) {4 * q:.4f} V")
print(f"ln(w/a) {np.log(w / a):.4f}")
print(f"ribbon voltage, formula {V:.4f} V")
print(f"ribbon voltage, direct integration {direct_long:.4f} V")
print(f"voltage between points a inside edges {V_inside:.4f} V")
print(f"flat strip width with same cutoff {b:.3f} nm")
print(f"voltage with flat edge strips {V_strip:.4f} V")
print(f"voltage added per doubling of w {step_bare:.4f} V")
print(f"drop over central half {V_central:.4f} V")
print(f"field at mid-ribbon {10 * E_mid:.4f} MV/cm")
print(f"field at distance a from edge {10 * E_edge:.3f} MV/cm")
print(f"slab face charge lambda/c {lam / (c * 1e-9) * 100:.3f} uC/cm2")
print(f"unscreened slab field {10 * slab_field:.3f} MV/cm")
for width in widths:
    print(f"w {width:.1f} nm: ribbon {ribbon_voltage(width, a):.4f} V, "
          f"slab {slab_field * width:.2f} V")
print(f"stack minus slab voltage, constant {offset:.4f} V")
print(f"slab width reaching gap {slab_width_gap:.2f} nm")
print(f"log10 of ribbon width in nm reaching gap {log_width_gap:.1f}")
print(f"image spacing for 1 % voltage error {c_one_percent:.0f} nm")
print(f"finite-length voltage {V_finite:.4f} V")
print(f"finite-length loss {100 * (1 - V_finite / V):.3f} %")
print(f"screened voltage {V_screened:.4f} V")
print(f"screening reduction {100 * (1 - V_screened / V):.1f} %")
print(f"basis shift, 199 to 399 modes {V_screened - V_coarse:.1e} V")
print(f"screened voltage, cell method {V_cells:.4f} V")
print(f"effective cutoff with screening {a_screened:.3f} nm")
print(f"screened step, w 200 to 400 nm {step_screened:.4f} V")
print(f"log10 thermal carrier charge/lambda {np.log10(carrier_ratio):.1f}")
print(f"one stray electron cancels lambda per {const.e / lam * 1e9:.1f} nm")
print("all tests passed")
```

Printed output:

```
piezoelectric coefficient (rough) 1.40e-10 C/m
strain 2.0 %
width w 50.0 nm
edge cutoff a 0.25 nm
length L 1000 nm
layer spacing c (rough) 0.33 nm
screening length r0 (rough) 0.70 nm
gap (rough) 6.0 eV
breakdown field (rough) 10 MV/cm
temperature 300 K
edge charge lambda 2.80e-12 C/m
edge charge lambda 0.0175 e/nm
lambda/(4 pi eps0) 0.02517 V
prefactor lambda/(pi eps0) 0.1007 V
ln(w/a) 5.2983
ribbon voltage, formula 0.5333 V
ribbon voltage, direct integration 0.5333 V
voltage between points a inside edges 0.5328 V
flat strip width with same cutoff 1.359 nm
voltage with flat edge strips 0.5333 V
voltage added per doubling of w 0.0698 V
drop over central half 0.1106 V
field at mid-ribbon 0.0403 MV/cm
field at distance a from edge 2.023 MV/cm
slab face charge lambda/c 0.848 uC/cm2
unscreened slab field 9.583 MV/cm
w 12.5 nm: ribbon 0.3938 V, slab 11.98 V
w 25.0 nm: ribbon 0.4636 V, slab 23.96 V
w 50.0 nm: ribbon 0.5333 V, slab 47.91 V
w 100.0 nm: ribbon 0.6031 V, slab 95.83 V
stack minus slab voltage, constant -0.1571 V
slab width reaching gap 6.26 nm
log10 of ribbon width in nm reaching gap 25.3
image spacing for 1 % voltage error 279 nm
finite-length voltage 0.5331 V
finite-length loss 0.047 %
screened voltage 0.4597 V
screening reduction 13.8 %
basis shift, 199 to 399 modes -1.3e-09 V
screened voltage, cell method 0.4601 V
effective cutoff with screening 0.520 nm
screened step, w 200 to 400 nm 0.0704 V
log10 thermal carrier charge/lambda -43.4
one stray electron cancels lambda per 57.2 nm
all tests passed
```
